# Compressibility equation for the structure factor of a molecular liquid

## A case simple enough to see through

Let molecules that do not interact occupy a volume \(V\), which exchanges molecules with a reservoir at temperature \(T\). The partition function of \(N\) such molecules is proportional to \(V^N/N!\) times the \(N\)th power of a one-molecule factor. The reservoir contributes another factor to the power \(N\), so the probability of finding \(N\) molecules is

\[
p_N=e^{-\lambda}\frac{\lambda^N}{N!},\qquad \langle N\rangle=\lambda,\qquad \langle N(N-1)\rangle=\lambda^2 .
\]

Hence \(\langle N^2\rangle-\langle N\rangle^2=\lambda^2+\lambda-\lambda^2=\langle N\rangle\), and the variance divided by the mean is 1.

The pressure is \(P=\rho k_BT\), with \(\rho=\langle N\rangle/V\). The isothermal compressibility is therefore \(\kappa_T=\rho^{-1}(\partial\rho/\partial P)_T=1/P\), and \(\rho k_BT\kappa_T=1\) as well. The positions are uncorrelated, so the structure factor is also 1. Three quantities agree: one describes arrangement, one counting and one mechanical response. When the molecules interact, the structure factor depends on the wavevector. Under the assumptions below, its long-wave limit still equals the other two quantities in a large volume, although the common value is in general no longer 1.

## Definitions and assumptions

Let \(\mathbf R_i\) be the centre of molecule \(i\). Consider a periodic box of volume \(V\), open to a reservoir of chemical potential \(\mu\). The density of ordered pairs of centres is

\[
\rho^{(2)}(\mathbf r,\mathbf r')=\Big\langle\sum_{i\ne j}\delta(\mathbf r-\mathbf R_i)\,\delta(\mathbf r'-\mathbf R_j)\Big\rangle=\rho^2g_V(\mathbf r-\mathbf r').
\]

The average runs over orientations and internal coordinates too, so \(g_V\) depends on the separation of the centres alone. Put \(h_V=g_V-1\), and let \(h\) be its limit as \(V\to\infty\). The structure factor of the centres is

\[
S(\mathbf k)=1+\rho\int h(r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r .
\]

The assumptions are these.

1. The fluid has one component, whose molecules are neutral and neither react nor dissociate. It forms a single isotropic phase away from a critical point.
2. As \(V\to\infty\), \(h_V\to h\), and \(|h_V|\) stays below one integrable function that does not depend on \(V\).
3. The pressure has a thermodynamic limit that is twice differentiable in \(\mu\), and the derivatives converge with it.

Rigid molecules, pairwise forces and classical mechanics are not assumed.

**Theorem.** Under these assumptions

\[
\boxed{\;S(0^+)\equiv\lim_{k\to0}S(k)=\rho k_BT\kappa_T,\qquad \kappa_T=-\frac1V\Big(\frac{\partial V}{\partial P}\Big)_{T,N}\;}
\]

The volume goes to infinity first and the wavevector to zero afterwards.

## Three lemmas and the proof

**Lemma 1 (counting pairs).** In the open periodic box,

\[
1+\rho\int_Vh_V\,d^3r=\frac{\langle N^2\rangle-\langle N\rangle^2}{\langle N\rangle}.
\]

*Proof.* Integrating the pair density over both positions counts every ordered pair once:

\[
\langle N(N-1)\rangle=\int_V\!\int_V\rho^2(1+h_V)\,d^3r\,d^3r'
=\langle N\rangle^2+\langle N\rangle\,\rho\int_Vh_V\,d^3r .
\]

The last form uses periodicity: one integration gives \(V\), and \(\rho^2V=\rho\langle N\rangle\). Add \(\langle N\rangle\), subtract \(\langle N\rangle^2\) and divide by \(\langle N\rangle\). ∎

The link to scattering comes from the density mode \(\rho_{\mathbf k}=\sum_ie^{-i\mathbf k\cdot\mathbf R_i}\). The terms \(i=j\) of \(|\rho_{\mathbf k}|^2\) give \(N\), and the others give the transform of \(\rho^{(2)}\):

\[
\langle|\rho_{\mathbf k}|^2\rangle=\langle N\rangle\Big[1+\rho\int_Vh_Ve^{-i\mathbf k\cdot\mathbf r}d^3r+\rho\int_Ve^{-i\mathbf k\cdot\mathbf r}d^3r\Big].
\]

For wavevectors that fit the box, the last integral is \(V\) at \(\mathbf k=0\) and zero otherwise. With its prefactors, this term is \(|\langle\rho_{\mathbf k}\rangle|^2\), the forward beam. Removing it and dividing by \(\langle N\rangle\) leaves an expression that tends to \(S(\mathbf k)\) as \(V\to\infty\).

**Lemma 2 (response to the reservoir).**

\[
\langle N^2\rangle-\langle N\rangle^2=k_BT\Big(\frac{\partial\langle N\rangle}{\partial\mu}\Big)_{T,V}.
\]

*Proof.* Let \(\beta=1/k_BT\). The Hamiltonian conserves the number of molecules, so the grand partition function splits into sectors of fixed \(N\):

\[
\Xi=\mathrm{Tr}\,e^{-\beta(H-\mu N)}=\sum_Ne^{\beta\mu N}Z_N .
\]

One derivative gives \(\partial\Xi/\partial\mu=\beta\sum_NN e^{\beta\mu N}Z_N\), so \(\partial\ln\Xi/\partial\mu=\beta\langle N\rangle\). Differentiating \(\langle N\rangle=\Xi^{-1}\sum_NNe^{\beta\mu N}Z_N\) gives \(\beta\langle N^2\rangle\) from the sum and \(-\beta\langle N\rangle^2\) from \(\Xi^{-1}\). Multiply by \(k_BT\). ∎

The \(Z_N\) may be quantum or classical.

**Lemma 3 (thermodynamics).** \((\partial\rho/\partial\mu)_T=\rho^2\kappa_T\).

*Proof.* For a large system \(P=k_BT\ln\Xi/V\). By the first derivative above, \((\partial P/\partial\mu)_T=\langle N\rangle/V=\rho\). At fixed \(N\), \(V=N/\rho\) and \(dV/V=-d\rho/\rho\), so \(\kappa_T=\rho^{-1}(\partial\rho/\partial P)_T\). The chain rule gives

\[
\Big(\frac{\partial\rho}{\partial\mu}\Big)_T=\Big(\frac{\partial\rho}{\partial P}\Big)_T\Big(\frac{\partial P}{\partial\mu}\Big)_T=(\rho\kappa_T)\,\rho .\quad∎
\]

**Proof of the theorem.** Divide Lemma 2 by \(\langle N\rangle=\rho V\) and insert Lemma 3:

\[
\frac{\langle N^2\rangle-\langle N\rangle^2}{\langle N\rangle}=\frac{k_BT}{\rho}\Big(\frac{\partial\rho}{\partial\mu}\Big)_T\longrightarrow\rho k_BT\kappa_T .
\]

By Lemma 1 the left side is \(1+\rho\int_Vh_V\,d^3r\), which tends to \(1+\rho\int h\,d^3r\) by assumption 2. Finally,

\[
\Big|S(\mathbf k)-1-\rho\int h\,d^3r\Big|\le\rho\int|h|\,\big|e^{-i\mathbf k\cdot\mathbf r}-1\big|\,d^3r\to0\quad(k\to0),
\]

because \(h\) is integrable and the second factor is at most 2 and vanishes at each \(\mathbf r\). ∎

A fluid that resists compression also suppresses its own long-wave density fluctuations. The proof relies on its assumptions, which break down in two familiar situations. On approach to a critical point \(\kappa_T\) and \(S(0^+)\) grow without bound, and at the point \(h\) is no longer integrable. At phase coexistence \(\rho\) jumps as a function of \(\mu\), so the derivative in Lemma 3 does not exist.

## Two further cases

**Hard rods on a line.** Let rods of length \(a\) be held together by a force \(P\), the one-dimensional pressure. A free gap \(x\) between neighbours costs the energy \(Px\), so gaps are independent with probability proportional to \(e^{-\beta Px}\). Their mean and standard deviation are both \(k_BT/P\). The mean spacing of centres is \(\ell=a+k_BT/P\), and with \(\rho=1/\ell\)

\[
\rho k_BT\kappa_T=-\frac{k_BT}{\ell^2}\frac{\partial\ell}{\partial P}=\Big(\frac{k_BT}{P\ell}\Big)^2=(1-\rho a)^2 .
\]

For the correlation side, let \(\phi(k)\) be the average of \(e^{ikx}\) over the distance \(x\) between neighbouring centres. The \(n\)th neighbour contributes \(\phi^n\), so for \(k\ne0\)

\[
S(k)=1+2\,\mathrm{Re}\sum_{n\ge1}\phi^n=\mathrm{Re}\,\frac{1+\phi}{1-\phi}=\frac{1-|\phi|^2}{|1-\phi|^2}.
\]

If the spacing has variance \(s^2\), then \(1-|\phi|^2\simeq k^2s^2\) and \(|1-\phi|^2\simeq k^2\ell^2\). Thus \(S(0^+)=s^2/\ell^2\). Here \(s=k_BT/P=\ell-a\), which again gives \((1-\rho a)^2\). Close packing leaves little free length and suppresses the fluctuations.

**Low density.** Take spherical classical molecules with pair potential \(u(r)\), and put \(e_{ij}=e^{-\beta u(r_{ij})}\), \(f_{ij}=e_{ij}-1\). To the order needed, in powers of the activity \(z\),

\[
\rho=z+z^2\!\int f\,d^3r,\qquad
\rho^2g=z^2e_{12}\Big[1+z\!\int(e_{13}e_{23}-1)\,d^3r_3\Big].
\]

Since \(e_{13}e_{23}-1=f_{13}+f_{23}+f_{13}f_{23}\), the first two terms cancel on division by \(\rho^2=z^2(1+2z\int f\,d^3r)\). This leaves \(g=e_{12}[1+\rho c(r_{12})]\) with \(c(r_{12})=\int f_{13}f_{23}\,d^3r_3\), so

\[
S(0^+)=1+\rho\int f\,d^3r+\rho^2\int(1+f)\,c\,d^3r+\dots
\]

The pressure side starts from \(\beta P=\rho+B_2\rho^2+B_3\rho^3+\dots\). Because \(\rho k_BT\kappa_T=[\beta\,\partial P/\partial\rho]^{-1}\),

\[
\rho k_BT\kappa_T=1-2B_2\rho+(4B_2^2-3B_3)\rho^2+\dots
\]

The virial theorem, \(\beta P=\rho-\tfrac16\beta\rho^2\int r\,u'(r)\,g\,d^3r\), supplies the coefficients without using fluctuations. At first order \(f'=-\beta u'e^{-\beta u}\), and integration by parts gives

\[
B_2=\frac16\int_0^\infty4\pi r^3f'\,dr=-\frac12\int f\,d^3r ,
\]

so the first-order terms agree. At second order the comparison was made numerically for a Lennard-Jones fluid with \(k_BT\) equal to twice the well depth. With density in units of \(\sigma^{-3}\), where \(\sigma\) is the separation at which \(u=0\), the coefficient of \(\rho^2\) is 1.15998 from structure and 1.15997 from pressure. The last digit depends on the radial grid and cutoff, and the converged value is 1.15999.

## What orientation does, and what it does not do

Scattering comes from sites within a molecule. Let site \(a\) have real amplitude \(b_a\) and displacement \(\mathbf d_{ia}\) from the centre. Define

\[
A_{\mathbf k}=\sum_ie^{-i\mathbf k\cdot\mathbf R_i}\sum_ab_ae^{-i\mathbf k\cdot\mathbf d_{ia}},\qquad B=\sum_ab_a .
\]

**Proposition.** If the fluctuation of \(X_{\mathbf k}=A_{\mathbf k}-B\rho_{\mathbf k}\) satisfies \(\langle|X_{\mathbf k}|^2\rangle/\langle N\rangle\le Ck^2\) for small nonzero \(k\), the scattering per molecule tends to \(B^2S(0^+)\).

*Proof.* Expanding the square,

\[
\frac{\langle|A_{\mathbf k}|^2\rangle}{\langle N\rangle}=B^2S(k)+\frac{2B\,\mathrm{Re}\langle\rho_{\mathbf k}^*X_{\mathbf k}\rangle+\langle|X_{\mathbf k}|^2\rangle}{\langle N\rangle}.
\]

By the Cauchy–Schwarz inequality the cross term is at most \(2|B|k\sqrt{C\,S(k)}\). It vanishes with \(k\), as does the last term. ∎

The condition is natural because \(X_{\mathbf k}\simeq-i\mathbf k\cdot\sum_i\mathbf u_ie^{-i\mathbf k\cdot\mathbf R_i}\), with \(\mathbf u_i=\sum_ab_a\mathbf d_{ia}\). It asks that the vectors \(\mathbf u_i\) have finite collective fluctuations. If the orientation-resolved correlations also have finite second moments, the scattering is twice differentiable in \(\mathbf k\). Isotropy makes it even, so the correction is of order \(k^2\) or smaller.

A line of molecules that point right or left tests these statements where orientation matters. Positions are whole numbers of cells, and neighbours interact. Contact distances are 17 cells when heads meet, 23 when tails meet and 20 otherwise. An attractive well 6 cells wide starts at contact, with depth \(1.0\,k_BT\) for heads and \(0.4\,k_BT\) otherwise. At \(P/k_BT=0.11\) per cell the mean spacing is 26.907 cells. Summed pair correlations, derivatives of the free energy and number fluctuations in open boxes each give 0.0955123. For the boxes, this is the increase of the variance divided by the increase of the mean between lengths of 600 and 1200 cells, which removes the effect of the ends. A single box with hard ends gives 0.0989 at 600 cells and 0.0972 at 1200.

Moving the reference site by 5 cells towards the head changes \(S\) by \(3.4\times10^{-5}\) at \(k=0.001\) per cell. Halving \(k\) reduces the change by a factor of 4.0001, as a \(k^2\) law requires. A move towards the tail follows the same law with a smaller coefficient, \(2.6\times10^{-6}\) at the same \(k\). Two sites of amplitudes 2 and 1 give 0.859610 in the limit, which is \((2+1)^2\times0.0955123\).

## Why the order of limits matters

In a closed box with \(N\) molecules, each molecule has \(N-1\) others, so \(\rho\int_V(g_N-1)\,d^3r=(N-1)-N=-1\). The quantity \(1+\rho\int_V(g_N-1)\,d^3r\) is then zero, whatever the compressibility.

The missing part sits in a weak tail. Suppose that at large separation the pair density at fixed \(N\) is \((N/V)^2(1+\alpha/N)\), with \(\alpha\) varying slowly with \(N\). Averaging over \(N\) in the open system must restore \(\rho^2\):

\[
\frac{\langle N^2\rangle+\alpha\langle N\rangle}{V^2}=\frac{\langle N\rangle^2}{V^2}
\quad\Rightarrow\quad \alpha=-\frac{\langle N^2\rangle-\langle N\rangle^2}{\langle N\rangle}=-S(0^+).
\]

Hence \(g_N\to1-S(0^+)/N\) to leading order. Integrated over the box, the tail contributes \(-S(0^+)\), which cancels the short-range result.

For the orientable molecules on closed rings, \(N(1-g_N)\) on the far side is 0.0957 for \(N=30\) and 0.0959 for \(N=60\), extrapolating to 0.0961. This is 0.6 % above 0.0955. The rings have a whole, even number of cells: 808 for \(N=30\) instead of \(30\times26.907=807.2\), and twice that for \(N=60\). They are thus 0.1 % too dilute. For hard rods of 20 cells, \((1-a/\ell)^2\) changes relatively by \(2a/(\ell-a)\) times the relative change of \(\ell\), here \(40/6.9\times0.1\,\%\approx0.6\,\%\). The orientable molecules respond similarly. At the density of the rings their \(S(0^+)\) is 0.0960, which is 0.56 % above the value at \(P/k_BT=0.11\) per cell. Rounding of the length thus accounts for nearly all of the difference, and the small remainder comes from higher orders in \(1/N\).

An open cube of edge \(L\) inside a large liquid has a different correction. Two points separated by \(\mathbf r=(x,y,z)\) both fit in it over the fraction \((1-|x|/L)(1-|y|/L)(1-|z|/L)\) of its volume. The directional average of \(|x|\) is \(r/2\), so the fraction averages to \(1-3r/(2L)\) at first order, and

\[
\frac{\langle N^2\rangle-\langle N\rangle^2}{\langle N\rangle}=S(0^+)-\frac{3\rho}{2L}\int r\,h(r)\,d^3r+\dots
\]

This requires \(r\,h(r)\) to be integrable.

## Liquid methane

Take rough typical values for liquid methane near its normal boiling point: 110 K, 0.42 g/cm³ and \(\kappa_T=2.0\) GPa⁻¹. With molar mass 16.04 g/mol the number density is 15.77 nm⁻³, and \(\rho k_BT=23.95\) MPa. Therefore

\[
S(0^+)=(23.95\times10^{6}\ \mathrm{Pa})(2.0\times10^{-9}\ \mathrm{Pa^{-1}})=0.048 .
\]

An ideal gas at the same density and temperature would have the compressibility \(1/(\rho k_BT)=41.8\) GPa⁻¹, about 21 times larger. With density and temperature fixed, changing \(\kappa_T\) to 1.5 or 2.5 GPa⁻¹ gives 0.036 or 0.060. The inputs thus justify \(S(0^+)\approx0.05\).

A cube of edge 100 nm holds \(1.577\times10^7\) molecules on average. Their number fluctuates by \(\sqrt{0.0479\times1.577\times10^7}\approx870\), against 3970 for independent molecules. The relative density fluctuation is \(5.5\times10^{-5}\).

A real measurement uses a nonzero wavevector and a finite region. To size both effects, consider hard spheres in the Percus–Yevick approximation, with packing fraction 0.38 and diameter 0.36 nm chosen to reproduce the same density and \(S(0^+)\). In this model \(S(k)\) exceeds its limit by 1 % at \(k=1\) nm⁻¹ and by 9 % at 3 nm⁻¹. The leading surface term raises the variance by 3.4 % of the bulk value for the 100 nm cube and by 34 % for a 10 nm cube. Attraction and molecular shape are left out. Attraction can reverse the sign of either correction: near a critical point, for example, \(S(k)\) falls as \(k\) grows from zero. The figures therefore give a rough scale for hard spheres and predict neither the sign nor the size of the corrections in methane. The thermal wavelength is 0.10 of the mean molecular distance \(\rho^{-1/3}\). Quantum effects may alter \(\kappa_T\) and \(S(0^+)\), but the relation \(S(0^+)=\rho k_BT\kappa_T\) still holds. The numerical output lists the values to more digits.

## Values computed for the example and the checks

```
LINE OF ORIENTABLE MOLECULES
reduced pressure P/(kB T) = 0.11 per cell
contacts same/heads/tails = 20/17/23 cells
well depths same/heads/tails = 0.4/1.0/0.4 kB T
well width = 6 cells
mean spacing = 26.9070 cells
S(0+) from pair correlations = 0.0955123
rho kB T kappa from free energy = 0.0955123
Var N / mean N from open boxes = 0.0955123
site displacement = 5 cells
site change, k = 0.001 per cell: 3.371e-05
ratio of site changes at k and k/2 = 4.0001
two sites, amplitudes 2 and 1, k->0: 0.859610
9 times rho kB T kappa = 0.859610
closed ring N(1-g_far), N=30: 0.09573
closed ring N(1-g_far), N=60: 0.09591
closed ring extrapolated to large N: 0.09608
closed ring N=60, count of others = 59.000000
LENNARD-JONES EXPANSION (density in 1/sigma^3)
temperature kB T/epsilon = 2.0
first order: structure 2.628989, pressure 2.628987
second order: structure 1.159979, pressure 1.159969
LIQUID METHANE, ROUGH INPUTS
temperature = 110 K
mass density = 0.42 g/cm^3
molar mass = 16.04 g/mol
compressibility = 2.0 1/GPa
number density = 15.769 1/nm^3
rho kB T = 23.95 MPa
ideal-gas compressibility = 41.8 1/GPa
S(0+) = 0.0479
S(0+) if kappa is 1.5 1/GPa = 0.0359
S(0+) if kappa is 2.5 1/GPa = 0.0599
mean N in a 100 nm cube = 1.5769e+07
rms fluctuation of N = 869.1
rms for independent molecules = 3971.0
relative rms density fluctuation = 5.511e-05
NEGLECTED EFFECTS (hard-sphere estimate)
matched packing fraction = 0.3795
matched diameter = 0.3582 nm
h at half a diameter (must be -1) = -1.00000
S(k)/S(0+) at k = 1 1/nm: 1.0098
S(k)/S(0+) at k = 3 1/nm: 1.0925
surface term, 100 nm cube: 3.37 % of S(0+)
surface term, 10 nm cube: 33.7 % of S(0+)
thermal wavelength = 0.0416 nm
mean molecular distance = 0.3988 nm
wavelength / distance = 0.104
```
